\section*{How long heat takes to cross a hot silicon wafer}

\section*{Question}

A silicon wafer 775 $\mu$m thick is heated on one face during rapid thermal processing. Its thermal diffusivity is $0.1\ \mathrm{cm^2/s}$. How long does the heat need to cross the thickness, how does this time scale, and what does it imply for a millisecond flash and for a ramp lasting seconds?

\section*{Answer}

\subsection*{The time scale}

Let $x$ run from the heated face, $x=0$, to the back face, $x=L$. The heating is uniform over the face, so the temperature $T$ depends on $x$ and the time $t$ alone. Let $C$ be the heat capacity per volume and $k$ the conductivity, both constant for now. Energy balance in a thin slice, with heat flux $J$ along $+x$, and Fourier's law read
\begin{equation}
C\,\frac{\partial T}{\partial t}=-\frac{\partial J}{\partial x},\qquad
J=-k\,\frac{\partial T}{\partial x}.
\end{equation}
Inserting the second into the first and dividing by $C$ gives
\begin{equation}
\frac{\partial T}{\partial t}=D\,\frac{\partial^2T}{\partial x^2},
\qquad D=\frac{k}{C}.
\end{equation}
With $\xi=x/L$ and $\tau=Dt/L^2$, the two derivatives become $(D/L^2)\,\partial/\partial\tau$ and $L^{-2}\,\partial^2/\partial\xi^2$. The factor $D/L^2$ cancels, leaving $\partial_\tau T=\partial_\xi^2T$. If the faces are insulated and the heating is brief, no other time enters, and every crossing time is a pure number times
\begin{equation}
\frac{L^2}{D}=\frac{(0.0775\ \mathrm{cm})^2}{0.1\ \mathrm{cm^2/s}}
=60.06\ \mathrm{ms}.
\end{equation}
The pure number depends on what is meant by crossing. Diffusion has no sharp front, so a criterion must be chosen.

\subsection*{Response to a short pulse}

Let the front face absorb an energy $Q$ per area at $t=0$, on top of a uniform temperature $T_0$. Once the heat has spread evenly, the rise is $\theta_f=Q/(CL)$. Define $u=(T-T_0)/\theta_f$. Insulated faces mean $\partial_\xi u=0$ at $\xi=0$ and $1$, and energy conservation gives $\int_0^1u\,d\xi=1$.

The functions $\cos n\pi\xi$ have zero slope at both faces. Since $\partial_\xi^2\cos n\pi\xi=-n^2\pi^2\cos n\pi\xi$, each decays as $e^{-n^2\pi^2\tau}$. For $n\geq1$ its initial coefficient is
\begin{equation}
a_n=2\int_0^1u(\xi,0)\cos(n\pi\xi)\,d\xi=2,
\end{equation}
because all the heat starts at $\xi=0$, where the cosine is 1. The factor 2 in front comes from $\int_0^1\cos^2(n\pi\xi)\,d\xi=1/2$. Hence
\begin{equation}
u(\xi,\tau)=1+2\sum_{n=1}^{\infty}\cos(n\pi\xi)\,e^{-n^2\pi^2\tau}.
\label{modes}
\end{equation}
At the back face $\cos n\pi=(-1)^n$, so
\begin{equation}
V(\tau)\equiv u(1,\tau)=1+2\sum_{n=1}^{\infty}(-1)^n e^{-n^2\pi^2\tau}.
\label{back}
\end{equation}

This form converges fast at late times. For early times, replace the faces by mirror images. On an infinite line a unit source spreads as $e^{-\xi^2/4\tau}/\sqrt{4\pi\tau}$. Reflection at $\xi=0$ doubles the source there, and reflection at $\xi=1$ repeats it with period 2:
\begin{equation}
u(\xi,\tau)=\frac{1}{\sqrt{\pi\tau}}\sum_{m=-\infty}^{\infty}
e^{-(\xi-2m)^2/4\tau}.
\label{images}
\end{equation}
The sum is symmetric about $\xi=0$ and $\xi=1$, so both slopes vanish, and half of the doubled source lies inside the wafer, as required. It solves the same problem as Eq.~(\ref{modes}) and is the same function. At $\xi=1$ the distances $|1-2m|$ are the odd integers, each occurring twice:
\begin{equation}
V(\tau)=\frac{2}{\sqrt{\pi\tau}}\sum_{m=0}^{\infty}e^{-(2m+1)^2/4\tau}.
\end{equation}
The factor $e^{-1/4\tau}$ suppresses the early arrival. The back face reaches 1 percent of its final rise after 2.37 ms.

\subsection*{Three meanings of crossing}

\paragraph{Half-rise.} Keeping the slowest mode of Eq.~(\ref{back}) and setting $V=1/2$,
\begin{equation}
1-2e^{-\pi^2\tau}=\tfrac12
\;\Rightarrow\; e^{-\pi^2\tau}=\tfrac14
\;\Rightarrow\; \tau=\frac{\ln4}{\pi^2}=0.1405.
\end{equation}
The next term, $+2e^{-4\pi^2\tau}=2(1/4)^4=0.008$, has already lifted $V$ above one half at this time, so the true crossing is slightly earlier. The full series gives $\tau=0.1388$, or
\begin{equation}
t_{1/2}=0.1388\times60.06\ \mathrm{ms}=8.34\ \mathrm{ms}.
\end{equation}

\paragraph{Mean delay.} Weight each time by the rate at which the back face warms. Integration by parts gives
\begin{equation}
\bar\tau=\int_0^\infty\tau\,\frac{dV}{d\tau}\,d\tau
=\int_0^\infty(1-V)\,d\tau,
\end{equation}
since $\tau(V-1)$ vanishes at both ends. To evaluate it, let $w(\xi)=\int_0^\infty(u-1)\,d\tau$. Integrating the heat equation over all time gives
\begin{equation}
w''(\xi)=\int_0^\infty\partial_\tau u\,d\tau=1-u(\xi,0).
\end{equation}
For $\xi>0$ the initial $u$ is zero, so $w''=1$. With $w'(1)=0$ this gives $w=\frac12(1-\xi)^2+c$. Since $u$ has mean 1, $w$ has mean 0, so $\frac16+c=0$. Therefore $w(1)=-\frac16$ and
\begin{equation}
\bar t=\frac{L^2}{6D}=10.01\ \mathrm{ms}.
\end{equation}
Diagonalizing the heat operator on 400 cells gives a scaled delay of 0.1667, in agreement with $1/6$.

\paragraph{Equalization.} At late times the slowest mode dominates, and the largest deviation from uniformity, found at the faces, is $2e^{-\pi^2\tau}$. The front is too hot by this amount and the back too cold. Setting it equal to a small fraction $\varepsilon$ of the final rise,
\begin{equation}
t_\varepsilon=\frac{L^2}{\pi^2D}\,\ln\frac{2}{\varepsilon},
\qquad \frac{L^2}{\pi^2D}=6.09\ \mathrm{ms}.
\label{equal}
\end{equation}
The neglected second mode has size $2(\varepsilon/2)^4$, which is $10^{-5}$ for $\varepsilon=0.1$. The times are
\begin{align}
t_{0.1}&=6.09\ \mathrm{ms}\times\ln20=18.2\ \mathrm{ms},\\
t_{0.01}&=6.09\ \mathrm{ms}\times\ln200=32.2\ \mathrm{ms}.
\end{align}
The diagonalized operator gives a largest deviation of 1.00 percent anywhere in the wafer at the second time.

So equalization takes tens of milliseconds, as the bare scale $L^2/D$ suggests. Half of the back-face rise comes sooner, after about 8 ms. By the logarithm in Eq.~(\ref{equal}), the time grows only slowly as the tolerance is tightened: each further factor of ten costs $6.09\ln10=14$ ms.

\subsection*{How it scales}

All these times vary as $L^2/D$. At fixed $D$, halving the thickness divides them by four. At fixed thickness they vary inversely with diffusivity, which matters because silicon conducts heat much better when cold. With a rough room-temperature value of $0.8\ \mathrm{cm^2/s}$, the scale falls to 7.51 ms, the half-rise to 1.04 ms and the 1 percent equalization to 4.03 ms. The headline number therefore belongs to a hot wafer.

\subsection*{A millisecond flash}

Take a wafer preheated to 1073 K that absorbs $Q=8\ \mathrm{J/cm^2}$ at constant power during $t_p=1$ ms. The given $D$ is kept, although it suits silicon near 1400 K. At 1073 K a value near $0.13\ \mathrm{cm^2/s}$ is more realistic, which at fixed $D$ makes the crossing times about a quarter shorter and the surface rise smaller. With $C=2.2\ \mathrm{J/(cm^3\,K)}$, the final uniform rise is
\begin{equation}
\theta_f=\frac{8}{2.2\times0.0775}\ \mathrm{K}=46.9\ \mathrm{K}.
\end{equation}

During the flash the heat has not felt the back face. At $\xi=0$ the $m=0$ term of Eq.~(\ref{images}) is $1/\sqrt{\pi\tau}$, and the nearest images are smaller by $e^{-1/\tau}$, with $\tau\leq1/60$ here. An instantaneous energy $Q$ thus gives a surface rise
\begin{equation}
\frac{Q}{CL}\,\frac{L}{\sqrt{\pi Dt}}=\frac{Q}{C\sqrt{\pi Dt}},
\end{equation}
from which $L$ has dropped out. The flash is a succession of small pulses $(Q/t_p)\,ds$, where $s$ is the time from each one to the end of the flash. Adding them,
\begin{equation}
\theta_{\rm peak}=\frac{Q}{t_pC\sqrt{\pi D}}\int_0^{t_p}\frac{ds}{\sqrt s}
=\frac{2Q}{C\sqrt{\pi Dt_p}}.
\label{peak}
\end{equation}
Numerically,
\begin{equation}
\theta_{\rm peak}=\frac{2\times8}{2.2\sqrt{\pi\times0.1\times10^{-3}}}\ \mathrm{K}
=410\ \mathrm{K}.
\end{equation}
The surface reaches 1483 K, while the wafer as a whole ends up only 47 K above its preheat. This contrast is the use of a flash: the surface is treated hot and then cools into the bulk behind it. At fixed $Q$ and constant $k$, the peak rise varies as $t_p^{-1/2}$ as long as $t_p$ is well below $L^2/D$.

The finite pulse also delays the crossing. By linearity the back-face response is the average of $V$ over the emission times, so the mean delay, counted from the start of the flash, grows by $t_p/2$. For the slowest mode, with decay rate $\lambda=\pi^2D/L^2$, the average multiplies the amplitude by $(e^{\lambda t_p}-1)/(\lambda t_p)$. This is equivalent to a delay
\begin{equation}
\frac1\lambda\ln\frac{e^{\lambda t_p}-1}{\lambda t_p}
=\frac{t_p}{2}+\frac{\lambda t_p^2}{24}+\dots
\end{equation}
Here $\lambda t_p=1/6.09$, and the second term is 0.007 ms. Direct time integration gives a half-rise at 8.84 ms, which is $8.34+0.50$ ms. It gives a front-back difference of 2 percent of $\theta_f$, the equivalent of 1 percent at each face, at 32.75 ms.

\subsection*{A ramp lasting seconds}

Now let the front face absorb a steady flux that raises the wafer at $\beta=250$ K/s. After the start has been forgotten, every layer warms at the same rate, so $T=\beta t+g(x)$. The heat equation gives $\beta=Dg''$. Neglecting the loss from the back face for now, $g'(L)=0$ and
\begin{equation}
g'(x)=-\frac{\beta}{D}(L-x).
\end{equation}
Integrating from front to back,
\begin{equation}
g(0)-g(L)=\frac{\beta}{D}\int_0^L(L-x)\,dx=\frac{\beta L^2}{2D}.
\label{ramp}
\end{equation}
The result is $250\times0.06006/2=7.51$ K, and direct time integration also gives 7.51 K. The absorbed flux is $CL\beta=42.6\ \mathrm{W/cm^2}$, beyond what balances the losses. If only the front is lit, the heat radiated by the back must also cross the wafer. At 1073 K and a rough emissivity of 0.7 this is $5.3\ \mathrm{W/cm^2}$, which with $k=CD=0.22\ \mathrm{W/(cm\,K)}$ adds $5.3\times0.0775/0.22=1.9$ K to the difference, and more at higher temperature.

The approach to this value follows from the pulse solution. By Eq.~(\ref{modes}), the front-back difference after a pulse is $4\sum_{n\,\rm odd}e^{-n^2\pi^2\tau}$ times the final rise, since even modes are equal at the two faces. The ramp supplies a final rise $\beta\,dt$ in each interval $dt$, so
\begin{align}
\Delta T(t)&=4\beta\sum_{n\,\rm odd}\int_0^t e^{-n^2\pi^2Ds/L^2}\,ds\\
&=\frac{4\beta L^2}{\pi^2D}\sum_{n\,\rm odd}
\frac{1-e^{-n^2\pi^2Dt/L^2}}{n^2}.
\end{align}
Since $\sum_{n\,\rm odd}n^{-2}=\pi^2/8$, this tends to Eq.~(\ref{ramp}). The slowest transient again has the decay time 6.09 ms. A ramp of seconds is therefore nearly always in its steady regime, and the wafer is hot through its whole depth, with somewhat less than 10 K between the faces at 1073 K when the loss from the back is included.

If both faces absorb equally at the same $\beta$, symmetry makes the midplane insulating. Equation~(\ref{ramp}) then applies with $L/2$ in place of $L$, and the surface-to-centre difference is four times smaller, about 1.9 K.

The two regimes can be joined at fixed $Q$. A long pulse has $\beta=Q/(CLt_p)$ and a face difference $QL/(2CDt_p)$. A short one has approximately Eq.~(\ref{peak}), since its back face is still cold. Equating the two expressions,
\begin{equation}
\frac{QL}{2CDt_p}=\frac{2Q}{C\sqrt{\pi Dt_p}}
\;\Rightarrow\;\sqrt{t_p}=\frac{\sqrt\pi\,L}{4\sqrt D}
\;\Rightarrow\; t_p=\frac{\pi L^2}{16D},
\end{equation}
or about 12 ms. Pulses much shorter than this heat a surface layer; much longer ones heat the full thickness.

\subsection*{What the model leaves out}

\paragraph{Conductivity that falls with temperature.} Take the rough law $k\propto T^{-1.2}$, with $D=0.1\ \mathrm{cm^2/s}$ at 1073 K and $C$ fixed. For the flash, the half-rise moves from 8.84 to 9.30 ms and the 2 percent front-back difference from 32.75 to 34.55 ms, both about 5 percent later. Most of the second shift follows from the final temperature of 1120 K, at which $D$ is lower by the factor $(1073/1120)^{1.2}=0.95$. The peak changes more: it rises from 1483 to 1543 K, which is 15 percent of the surface rise. It stays below the melting temperature, roughly 1700 K. The peak and its shift are smaller in real silicon, whose conductivity is nearer $0.29\ \mathrm{W/(cm\,K)}$ at 1073 K and levels off towards melting. Even so, the constant-$k$ formula should not be used to judge a small margin to melting.

\paragraph{Radiation.} Suppose the lamps balance the loss at the preheat temperature $T_0$. The excess loss from a face of emissivity $\epsilon$ is then
\begin{equation}
\epsilon\sigma(T^4-T_0^4)\approx h\,(T-T_0),\qquad h=4\epsilon\sigma T_0^3,
\end{equation}
for small excess, where $\sigma$ is the Stefan--Boltzmann constant. With a rough $\epsilon=0.7$, $h=0.0196\ \mathrm{W/(cm^2\,K)}$. The ratio $hL/k=0.0069$ is small, so conduction evens out the wafer long before radiation cools it. With two radiating faces the cooling time is
\begin{equation}
\frac{CL}{2h}=\frac{2.2\times0.0775}{2\times0.0196}\ \mathrm{s}=4.35\ \mathrm{s}.
\end{equation}
Integration with the full $T^4$ law and the varying $k$ shows about 1.0 percent of the pulse heat radiated by 32.2 ms. The linear estimate, $32.2\ \mathrm{ms}/4.35\ \mathrm{s}=0.74$ percent, is lower mainly for two reasons (the falling $k$, which keeps the front hotter, adds a little more): it takes both faces at the mean temperature, whereas the front is much hotter early on, and for such a large excess the $T^4$ loss is well above its linear form. Radiation moves the half-rise from 9.30 to 9.33 ms and the 2 percent difference from 34.55 to 34.41 ms. The second shift is towards shorter times because the hotter face radiates more, which narrows the difference.

\paragraph{Absorption below the surface.} For heat released at scaled depth $a$, the equation for $w$ becomes $w''=1-\delta(\xi-a)$, with zero slope at both faces. Then $w=\xi^2/2+c$ above the source, and $-(\xi-a)$ is added below it. Zero mean requires $c=\frac12(1-a)^2-\frac16$, so
\begin{equation}
-w(1)=-\tfrac12+(1-a)-\tfrac12(1-a)^2+\tfrac16=\tfrac16-\tfrac12a^2.
\end{equation}
Exponential absorption with depth $\delta\ll L$ has mean square depth $2\delta^2$, which shortens the mean delay by $\delta^2/D$. For a rough $\delta=10\ \mu$m this is 10 $\mu$s, negligible beside 10 ms. The peak is more sensitive. At depth $x$ the flux still to be absorbed, $(Q/t_p)e^{-x/\delta}$, need not be conducted, so for $\delta\ll\sqrt{Dt_p}$ the surface is cooler by $Q\delta/(t_pk)=36$ K to leading order. The next correction multiplies this by $1-\delta/\sqrt{\pi Dt_p}$, which leaves 34 K, about 8 percent of the surface rise.

\paragraph{Lateral spreading.} In one direction along the wafer, heat spreads by $\sqrt{2Dt}=0.80$ mm during the 32.2 ms. The one-dimensional result holds where the absorbed energy is uniform over distances well above this, and away from the wafer edge by as much. Conversely, differences in absorption over centimetres are not evened out in this time.

\subsection*{Beside the real process}

The thickness is the usual one for 300 mm wafers. The heat capacity is a rough value for silicon at processing temperatures, the diffusivity suits their upper end, near 1400 K, and a flash of about a millisecond on a preheated wafer and a ramp of a few hundred kelvin per second are of the size used in practice. For the flash, the falling conductivity under the rough law moves the crossing times by 5 percent and the surface rise by 15 percent. In real silicon its effect on the peak is smaller, and absorption over a depth of 10 $\mu$m lowers the peak by a similar amount. In a ramp that starts cold, $D$ changes along the way: at the room-temperature value and the same $\beta$, Eq.~(\ref{ramp}) gives a front-back difference eight times smaller, about 0.9 K, provided the light is still absorbed near the front face. Cold, lightly doped silicon transmits part of the infrared lamp light. Patterned films, which make the absorption uneven, gas cooling, bending of the wafer and the variation of $C$ have not been sized. For a wafer near 1400 K, the crossing takes about 10 ms for the main arrival at the back, and about 30 ms until the wafer is even to 1 percent of the final rise. At 1073 K both times are about a quarter shorter for a weak pulse, and nearer a fifth shorter for the flash considered here, which lowers $D$ by heating the wafer. The further digits above serve to compare formulas and corrections.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Wafer thickness: 775 um
Diffusivity: 0.1 cm^2/s
Heat capacity per volume (rough): 2.2 J/(cm^3 K)
Conductivity k = C D: 0.22 W/(cm K)
Diffusion scale L^2/D: 60.06 ms
Slowest-mode time L^2/(pi^2 D): 6.09 ms
Scaled half-rise time, full series: 0.1388
Scaled half-rise time, one mode: 0.1405
Scaled mean delay, numerical: 0.1667
Scaled time to 99 percent: 0.5368
Back face at 1 percent: 2.37 ms
Back face at 50 percent: 8.34 ms
Mean delay L^2/(6D): 10.01 ms
Back face at 90 percent: 18.23 ms
Back face at 99 percent: 32.24 ms
Largest deviation in wafer then: 1.00 percent
Preheat temperature: 1073 K
Absorbed flash energy: 8.0 J/cm^2
Flash duration: 1.0 ms
Final uniform rise: 46.9 K
Peak surface rise, formula: 410.3 K
Peak surface temperature, constant k: 1483 K
Peak surface temperature, k(T): 1543 K
Peak surface temperature, k(T) + radiation: 1543 K
Melting temperature used as limit (rough): 1680 K
Half-rise from flash start, constant k: 8.84 ms
Half-rise from flash start, k(T): 9.30 ms
Half-rise, k(T) + radiation: 9.33 ms
Front-back gap at 2 percent, constant k: 32.75 ms
Front-back gap at 2 percent, k(T): 34.55 ms
Same gap, k(T) + radiation: 34.41 ms
Conductivity exponent (rough): 1.2
Emissivity (rough): 0.7
Radiative coefficient per face: 0.0196 W/(cm^2 K)
Biot number h L/k: 0.0069
Radiative cooling time: 4.35 s
Pulse heat radiated by the 99 percent time: 0.99 percent
Absorption depth (rough): 10 um
Mean delay cut by absorption depth: 10.0 us
Lateral spread sqrt(2 D t) at 99 percent: 0.80 mm
One-sided ramp rate: 250 K/s
Absorbed flux for the ramp: 42.6 W/cm^2
Ramp front-back difference, formula: 7.51 K
Ramp front-back difference, numerical: 7.51 K
Cold-wafer diffusivity (rough): 0.8 cm^2/s
Cold-wafer scale L^2/D: 7.51 ms
Cold-wafer half-rise: 1.04 ms
Cold-wafer 99 percent time: 4.03 ms
\end{verbatim}
